# Anti-Bragg Intensity Oscillations in Perfect Layer-by-Layer Growth

## 1. Half a layer on a flat crystal

Take a flat crystal surface and cover half of it with one further layer of the same crystal, of thickness $d$. An X-ray beam is reflected specularly, at an angle for which a wave from a covered region and a wave from a bare region differ in path by half a wavelength. Both regions are surfaces of the same crystal, so they reflect with equal strength. Their amplitudes per unit area are $+1$ and $-1$, the areas are equal, and the sum is zero.

For a covered fraction $\theta$, the bare part contributes $(1-\theta)(+1)$ and the covered part $\theta(-1)$. The amplitude is $1-2\theta$, and the intensity relative to the smooth surface is

$$\frac{I}{I_0}=(1-2\theta)^2 .\tag{1}$$

At $\theta=1$ the amplitude is $-1$. The surface is smooth again but one layer higher; the sign has changed and the intensity has recovered. The following sections derive this from the atomic layers and establish when it holds. Throughout, $\theta$ is the filled fraction of the layer now growing, between 0 and 1, not the total amount deposited.

## 2. Geometry and assumptions

Atomic units are used in the algebra, so $\hbar=1$ and a photon of energy $E$ has wavenumber $k=E/c$. The $z$ axis points out of the crystal. At grazing angle $\alpha$, the incident wavevector has vertical component $-k\sin\alpha$ and the specular one $+k\sin\alpha$, while their lateral components are equal. The momentum transfer is therefore vertical:

$$q=2k\sin\alpha .\tag{2}$$

Adjacent layers are separated by $d$, and their waves differ in phase by

$$\varphi=qd=2kd\sin\alpha=2\pi\,\frac{2d\sin\alpha}{\lambda},\qquad k=\frac{2\pi}{\lambda}.\tag{3}$$

At a Bragg condition $\varphi$ is a multiple of $2\pi$. The anti-Bragg condition is $\varphi=(2m+1)\pi$ with integer $m$. Its lowest case is $\varphi=\pi$, a path difference of $\lambda/2$, which gives

$$\sin\alpha=\frac{\pi}{2kd}=\frac{\lambda}{4d}.\tag{4}$$

The derivation assumes the following.

- Scattering is kinematic: each photon scatters once, and refraction is neglected.
- Film and substrate are the same crystal. All layers have the same spacing, site density, scattering factor and thermal factor, including those at the surface.
- Growth is perfect: a layer starts only when the one below is full.
- The crystal is thick enough for weak absorption to hide its back face.
- $I$ is the coherent specular intensity, with diffuse scattering removed.

## 3. Amplitude of one layer

Let a layer at height $z$ have $N$ lateral sites in the coherently illuminated area, each filled site scattering with factor $f$. Its amplitude is the sum of $f e^{i\mathbf q\cdot\mathbf r_j}$ over filled sites. Since $\mathbf q$ is vertical, $\mathbf q\cdot\mathbf r_j=qz$ for every site, and

$$\sum_{j\,\text{filled}} f e^{i\mathbf q\cdot\mathbf r_j}=N\theta f\,e^{iqz}.\tag{5}$$

Lateral positions have dropped out. Neither island shape nor a sideways shift between successive layers affects the specular amplitude. Amplitudes below are divided by $Nf$, so a full layer has modulus 1. The factor $f$, the thermal factor and the polarization factor are the same before and after deposition at fixed angle, and they cancel in $I/I_0$.

## 4. Amplitude of the substrate

The substrate layers lie at $z=-nd$, $n=0,1,2,\dots$. Let the amplitude fall by $e^{-\varepsilon}$ per layer of depth, with $\varepsilon>0$. With $x=e^{-\varepsilon-i\varphi}$, the first $N_z$ layers give

$$\sum_{n=0}^{N_z-1}x^n=\frac{1-x^{N_z}}{1-x}.\tag{6}$$

The term $x^{N_z}$ is the contribution of the back face. Its modulus is $e^{-\varepsilon N_z}$, which vanishes for a thick crystal. Taking $N_z\to\infty$ first and $\varepsilon\to0$ second gives

$$S=\frac{1}{1-e^{-i\varphi}},\qquad \varphi\neq 2\pi m .\tag{7}$$

At anti-Bragg $e^{-i\varphi}=-1$, so $S=1/2$: the whole substrate scatters with half the amplitude of a single layer. This factor of one half is what makes one added layer reverse the amplitude, from $+1/2$ to $1/2-1=-1/2$.

**The order of limits matters.** With $\varepsilon=0$ from the start, the sum $1-1+1-\dots$ is 0 for an even number of layers and 1 for an odd number. An undamped slab of 1001 layers starts with amplitude 1, and deposition on it gives $I/I_0=(1-\theta)^2$. The intensity is then zero at the completed layer, where equation (1) predicts full recovery. For 1000 layers the starting intensity is zero and the ratio is undefined. A numerical layer sum must therefore suppress the back face, for instance by damping, or be replaced by the closed form (7). For the sum to approach (7), the damping needs $\varepsilon N_z\gg1$, with $\varepsilon$ small compared with both 1 and the distance $\eta$ of $\varphi$ from the nearest multiple of $2\pi$. If the deposited layer is left unattenuating, $I/I_0$ also carries an error of order $\varepsilon$, so resolving the shallow oscillation near a Bragg condition (Section 5) needs the stricter $\varepsilon\ll\eta^2/4$.

**Finite damping.** If the loss is counted from the original surface and the deposited layer is left unattenuating, the amplitude at anti-Bragg is $1/(1+e^{-\varepsilon})-\theta$. It vanishes at

$$\theta_0=\frac{1}{1+e^{-\varepsilon}}=\frac12+\frac{\varepsilon}{4}+O(\varepsilon^3).\tag{8}$$

The direct sums give $\theta_0=0.52498$ for $\varepsilon=0.10$ and $0.50250$ for $\varepsilon=0.01$. This shift measures the error of the regulator and is not a correction to apply to data. If the loss is instead counted from the top of each column of atoms, every column has the same amplitude apart from its phase, and the shift is absent.

## 5. The growing layer

The first deposited layer lies at $z=+d$ and contributes $\theta e^{i\varphi}$ by equation (5). The total is

$$A=S+\theta e^{i\varphi}.\tag{9}$$

To take out the factor $S$, use equation (7) in the form $1=S(1-e^{-i\varphi})$:

$$\theta e^{i\varphi}=S\,\theta e^{i\varphi}(1-e^{-i\varphi})=S\,\theta(e^{i\varphi}-1),$$

$$A=S\left[(1-\theta)+\theta e^{i\varphi}\right].\tag{10}$$

This is the two-region picture of Section 1 for general phase: a bare fraction with phase 0 and a covered fraction with phase $\varphi$. The smooth surface has $I_0=|S|^2$, so

$$\begin{aligned}
\frac{I}{I_0}&=\left|(1-\theta)+\theta e^{i\varphi}\right|^2\\
&=(1-\theta)^2+\theta^2+2\theta(1-\theta)\cos\varphi\\
&=1-2\theta(1-\theta)(1-\cos\varphi).
\end{aligned}$$

The last line uses $(1-\theta)^2+\theta^2=1-2\theta(1-\theta)$. With $1-\cos\varphi=2\sin^2(\varphi/2)$,

$$\boxed{\frac{I}{I_0}=1-4\theta(1-\theta)\sin^2\frac{\varphi}{2}}\tag{11}$$

At anti-Bragg the sine squared is 1, and $1-4\theta+4\theta^2=(1-2\theta)^2$, which is equation (1).

**Choice of angle.** At half coverage equation (11) gives $\cos^2(\varphi/2)$. For $\varphi=\pi/2$ the minimum is 0.5, so the oscillation has half its full depth. Close to a Bragg condition, $\varphi=2\pi m+\eta$ with small nonzero $\eta$, the depth is only $\sin^2(\eta/2)\approx\eta^2/4$, because waves from the two heights are nearly in phase. For a small error $\eta$ about anti-Bragg, the minimum rises from zero to $\sin^2(\eta/2)\approx\eta^2/4$. An angular error $\delta\alpha$ gives $\eta=2kd\cos\alpha\,\delta\alpha=\varphi\cot\alpha\,\delta\alpha$ to first order.

## 6. Successive layers

After $M$ complete layers the top layer lies at $z=Md$ and the crystal below is again semi-infinite. Its amplitude is

$$\sum_{n=0}^{\infty}e^{i\varphi(M-n)}=e^{iM\varphi}S,\tag{12}$$

with the same damping understood. Filling the next layer to $\theta$ multiplies this by the bracket in equation (10). The prefactor $e^{iM\varphi}$ has modulus 1, so equation (11) applies unchanged to every layer. If the total coverage is $T=M+\theta$, then $\theta=T-\lfloor T\rfloor$. Inserting $T$ itself into equation (1) would be wrong beyond the first layer.

At anti-Bragg the amplitude is $\tfrac12(-1)^M(1-2\theta)$. It repeats after two layers, but its square repeats after one.

The derivative of equation (1) is $-4(1-2\theta)$. It equals $-4$ just after a layer starts and $+4$ just before it is completed. The maxima are therefore cusps, while the minima are smooth parabolas. At constant deposition rate, the mean over one layer is

$$\int_0^1(1-2\theta)^2d\theta=1-2+\frac43=\frac13 .\tag{13}$$

A cosine oscillation between 0 and 1 would have mean 1/2, so it is not the right fitting function for perfect growth.

## 7. Several exposed heights

To see what imperfect growth does, let $p_h$ be the fraction of the surface whose top lies $h$ layers above the original surface. By equation (12), a column of height $h$ has amplitude $e^{ih\varphi}S$. Averaging over columns gives

$$\frac{A}{S}=G=\sum_h p_h e^{ih\varphi}.\tag{14}$$

At anti-Bragg $e^{ih\varphi}=(-1)^h$, so

$$\frac{I}{I_0}=(p_{\rm even}-p_{\rm odd})^2 .\tag{15}$$

Perfect growth has $p_M=1-\theta$ and $p_{M+1}=\theta$, which returns equation (1). The general form also shows what a full recovery does not prove. A surface whose exposed heights are all even, for instance a mixture of heights 0 and 2, has $I/I_0=1$ without being smooth.

**Early nucleation.** Suppose that one layer's worth of material has been deposited, but a fraction $\delta$ of the first layer is missing and sits in the second. Then $p_0=\delta$, $p_1=1-2\delta$ and $p_2=\delta$, and

$$\frac{I}{I_0}=\left[2\delta-(1-2\delta)\right]^2=(1-4\delta)^2 .\tag{16}$$

For $\delta=0.05$ the intensity ratio at this coverage is 0.64; the maximum itself need not fall exactly there. Misplacing 5% of a layer removes 36% of the smooth-surface intensity. The height of the recovered maximum is thus a sensitive measure of layer completion, provided that the angle, incident flux and thermal factor have stayed constant.

**No transport between layers.** Let atoms stay at the height where they land. The filling $\theta_n$ of layer $n$ grows in proportion to the exposed part of layer $n-1$:

$$\frac{d\theta_n}{dT}=\theta_{n-1}-\theta_n,\qquad \theta_0=1.\tag{17}$$

Because $p_h=\theta_h-\theta_{h+1}$, subtracting the equations for $n=h$ and $n=h+1$ gives $dp_h/dT=p_{h-1}-p_h$, with $p_{-1}=0$. Multiply by $(-1)^h$ and sum over $h$. The first term on the right becomes $\sum_h(-1)^hp_{h-1}=-G$, and the second is also $-G$. Hence

$$\frac{dG}{dT}=-2G,\qquad G=e^{-2T},\qquad \frac{I}{I_0}=e^{-4T}.\tag{18}$$

The constant is fixed by $G=1$ for the initially smooth surface. The intensity falls without oscillating. Integrating the filling equations numerically gives 0.135, 0.018 and 0.0003 at $T=0.5$, 1 and 2, in agreement with equation (18). At $T=1$ perfect growth would have returned to 1. Deposition at a steady rate is therefore not by itself enough to produce oscillations; something must make the layers fill roughly in turn. In this model, where an atom can sit on any single atom below it, that requires motion between layers. The conclusion is tied to equation (17). If an atom sticks only in a hollow site whose four supporting atoms are all present, the second layer cannot start at a site until those four are in place. The amplitude then passes through zero and recovers weakly, to about 0.09 of $I_0$ near $T=0.9$, even though no adsorbed atom moves. Conversely, missing oscillations do not prove rough growth: when atoms reach existing steps on a miscut surface and the steps advance steadily, the height distribution is stationary and the intensity is constant.

## 8. Where the specular intensity goes

For this section let the layers be stacked directly above one another, so that the columns are vertical. Label the $N$ surface columns by $j$, with lateral positions $\mathbf R_j$ and amplitudes $a_j=Se^{ih_j\varphi}$. At fixed vertical transfer $q$, the amplitude in lateral channel $\mathbf Q$ is

$$F_{\mathbf Q}=\frac1N\sum_j a_j e^{-i\mathbf Q\cdot\mathbf R_j}.\tag{19}$$

The channel $\mathbf Q=0$ is the specular one. Summing $|F_{\mathbf Q}|^2$ over the $N$ distinct channels uses $\sum_{\mathbf Q}e^{-i\mathbf Q\cdot(\mathbf R_j-\mathbf R_l)}=N\delta_{jl}$, so that

$$\sum_{\mathbf Q}|F_{\mathbf Q}|^2=\frac1N\sum_j|a_j|^2=|S|^2 .\tag{20}$$

The total does not depend on the heights. What the specular channel loses appears in the others, and for perfect growth

$$\frac{I_{\rm diffuse}}{I_0}=4\theta(1-\theta)\sin^2\frac{\varphi}{2}.\tag{21}$$

Equation (21) also holds when successive layers are shifted sideways. Complete layers contribute only to the specular channel, and a shift of the single incomplete layer changes only the phases of its channel amplitudes. With several incomplete layers, a sideways shift can change the total in equation (20).

At anti-Bragg and half coverage all of the scattering in this sum is diffuse. A detector of finite acceptance collects some of it, and the amount depends on island size even though the specular part does not.

Consider $40\times40$ columns at $\theta=1/2$ and a detector that accepts the $5\times5=25$ channels around the specular one.

- **Scattered atoms.** If the filled sites are drawn at random, the 1599 non-specular channels have equal mean intensity. The 24 accepted ones then hold $24/1599=0.015$ of $I_0$ on average. The single arrangement computed gives 0.012; one draw need not equal the mean.
- **A stripe 20 columns wide.** The amplitude is $+S$ on one half of the period and $-S$ on the other. Channels with a wavevector component along the stripe vanish, because the surface is uniform in that direction. In the two remaining channels one step from specular, the geometric sum gives $|F|/|S|=1/[20\sin(\pi/40)]=0.637$. The channels two steps away vanish, because each half then contains a full period of the phase factor. The detector sees $2\times0.637^2=0.81$ of $I_0$, as the direct transform confirms.

With the wide stripe, the detected intensity at half coverage is 0.81 of $I_0$ although the true specular intensity is zero. A shallow measured minimum is therefore not by itself evidence of imperfect growth. The diffuse part must be removed before equation (1) is inverted. Measuring it beside the accepted window and subtracting works when it is spread broadly, as for the scattered atoms. It fails when the islands are so wide that their diffuse scattering lies inside the window. For the stripe, the 24 channels just outside the window hold only $2/[20\sin(3\pi/40)]^2=0.092$ of $I_0$; scaling this to 25 channels and subtracting still leaves 0.72. Finer lateral resolution is then needed.

**Uneven deposition.** If $\theta$ varies between regions whose intensities add incoherently, the average of equation (1) is

$$\left\langle(1-2\theta)^2\right\rangle=(1-2\bar\theta)^2+4\,\mathrm{Var}(\theta).\tag{22}$$

This follows from writing $\theta=\bar\theta+u$ with $\langle u\rangle=0$: the cross term averages to zero and the square leaves $4\langle u^2\rangle$. It holds while all regions are filling the same layer. Uneven flux thus also lifts the minimum.

## 9. A film unlike its substrate

Let a film layer scatter with a real ratio $r$ to a substrate layer, all spacings remaining $d$. At anti-Bragg the first layer gives $A=\tfrac12-r\theta$. Dividing by the initial amplitude $\tfrac12$ and squaring,

$$\frac{I}{I_0}=(1-2r\theta)^2\qquad\text{(first layer)}.\tag{23}$$

The second layer has phase $2\pi$ and adds $+r\theta$ to the completed first layer's $\tfrac12-r$:

$$\frac{I}{I_0}=\left[1-2r(1-\theta)\right]^2\qquad\text{(second layer)}.\tag{24}$$

After two layers the film contributions cancel and the amplitude is again $\tfrac12$, so the pattern repeats every two layers if absorption in the film is negligible. This relies on the film spacing being exactly $d$. A film with a different spacing drifts off the anti-Bragg condition layer by layer: for $r=0.6$ and a spacing 10% larger, the strong maxima have moved from even to odd layers by about the seventh layer. Full recovery after one layer requires $|1-2r|=1$, which for a real nonzero ratio means $r=1$.

For $r=0.6$, total coverages 0.5, 1.0, 1.5 and 2.0 give 0.16, 0.04, 0.16 and 1.00. The first completed layer is smooth, yet its intensity is only 4% of the starting value. Counting strong maxima as single layers would underestimate the thickness by a factor of two.

## 10. Worked example and inversion

Take round model parameters $d=2.0$ angstrom and $E=10000$ eV. No material need be named, since the common scattering factor cancels. The wavelength is 1.2398 angstrom, and equation (4) gives

$$\sin\alpha=\frac{1.2398}{4\times2.0}=0.1550,\qquad \alpha=8.92^\circ .$$

The momentum transfer is $q=\pi/d=1.571$ inverse angstrom, or 0.831 in atomic units.

At $\theta=0.10$ the amplitude ratio is $1-0.20=0.80$ and the intensity ratio is 0.64; the remaining 0.36 is diffuse. At $\theta=0.25$ the specular ratio is $0.50^2=0.25$, and at $\theta=0.50$ it is zero. It then rises through 0.25 at $\theta=0.75$ to 1 at completion. The second layer repeats these values, as the numerical output shows. More widely, direct sums over the columns were tested against equations (11) and (21) at four phases, for zero to three completed layers. They agreed within $10^{-4}$ of $I_0$.

To read the coverage from a corrected intensity, take the square root of equation (1). Since $1-2\theta$ may have either sign,

$$\theta=\frac{1\mp\sqrt{I/I_0}}{2}.\tag{25}$$

For $I/I_0=0.36$ the root is 0.60 and $\theta$ is 0.20 or 0.80. One intensity cannot decide between them; the growth history can. Starting from a smooth surface, use the upper sign until the minimum and the lower sign from there to the cusp. Then increase $M$ by one and return to the upper sign. For perfect growth the deposited thickness is $(M+\theta)d$, and a period $\tau$ corresponds to a mean growth rate $d/\tau$. Overlapping layers bias the reading: in the example after equation (16), one full layer of material gives $I/I_0=0.64$, which equation (25) reads as $\theta=0.90$.

The precision of this reading varies through the layer. Because $|dI/d\theta|=4I_0\sqrt{I/I_0}$, a small intensity error $\delta I$ produces

$$\delta\theta\approx\frac{\delta I/I_0}{4\sqrt{I/I_0}}.\tag{26}$$

This linear estimate fails at the minimum. There, a false residual intensity $\delta I$ is read as a displacement $\tfrac12\sqrt{\delta I/I_0}$ from half coverage. A residual of 0.01 of $I_0$ shifts the reading by 0.05 of a layer, whereas the same error near a maximum shifts it by about 0.0025. Unsubtracted diffuse scattering therefore does most harm near half filling, where equation (21) makes it largest.

## Calculated quantities

```
layer spacing d = 2.0 angstrom
photon energy = 10000 eV
wavelength = 1.2398 angstrom
anti-Bragg q = 1.5708 1/angstrom = 0.8312 1/bohr
grazing angle = 8.916 degrees
path difference / wavelength = 0.5000
substrate amplitude / one-layer amplitude = 0.5000
anti-Bragg: full layers, theta, specular I/I0, diffuse I/I0
  0  0.00  1.0000  0.0000
  0  0.10  0.6400  0.3600
  0  0.25  0.2500  0.7500
  0  0.50  0.0000  1.0000
  0  0.75  0.2500  0.7500
  0  0.90  0.6400  0.3600
  0  1.00  1.0000  0.0000
  1  0.00  1.0000  0.0000
  1  0.10  0.6400  0.3600
  1  0.25  0.2500  0.7500
  1  0.50  0.0000  1.0000
  1  0.75  0.2500  0.7500
  1  0.90  0.6400  0.3600
  1  1.00  1.0000  0.0000
I/I0 at theta=0.5 for qd=pi/2: 0.5000
mean I/I0 over one layer = 0.3333
I/I0 = 0.36 gives theta = 0.2000 or 0.8000
columns per side = 40, detector channels = 25
theta=0.5, detected I/I0, scattered atoms = 0.0122
theta=0.5, detected I/I0, stripe of 20 columns = 0.8122
early nucleation, delta = 0.05: I/I0 = 0.6400
no interlayer transport, coverage 0.5: I/I0 = 0.13534
no interlayer transport, coverage 1.0: I/I0 = 0.01832
no interlayer transport, coverage 2.0: I/I0 = 0.00034
unlike film, scattering ratio = 0.6
  total coverage 0.5: I/I0 = 0.1600
  total coverage 1.0: I/I0 = 0.0400
  total coverage 1.5: I/I0 = 0.1600
  total coverage 2.0: I/I0 = 1.0000
loss per layer 0.10: intensity zero at theta = 0.52498
loss per layer 0.01: intensity zero at theta = 0.50250
undamped slab amplitude, 1000 layers = 0.0
undamped slab amplitude, 1001 layers = 1.0
1001-layer slab plus one full layer: I/I0 = 0.0000
```
